# Tensor and Voigt shear strain in fitting C44 from energies

**The argument under review**

The manuscript obtains the shear constant $C_{44}$ of diamond from computed energies. The crystal is cubic, with $x,y,z$ along the cube edges. It is deformed by

$$F=\begin{pmatrix}1&e&0\\ e&1&0\\ 0&0&1\end{pmatrix},$$

so that the tensor shear strain is $e_{xy}=e_{yx}=e$. The energy per reference volume, $u$, is computed for several $e$ and measured from the undeformed state. The author then reasons: "Elastic energy is half the stiffness times the strain squared. I therefore fit $u=\tfrac12C_{44}e_{xy}^2$. The parabola passes through all the points, which confirms the constant."

The energies and the parabola may both be sound. The question is whether the coefficient has been given the right name.

**Counting the terms in the energy**

For small strain about a stress-free state, the elastic energy density is

$$u=\tfrac12\sum_{ijkl}C_{ijkl}\,e_{ij}e_{kl}.$$

Each index pair $ij$ and $kl$ can be $xy$ or $yx$; all other strain components vanish to first order. The sum therefore has four terms:

$$u=\tfrac12\left(C_{xyxy}+C_{xyyx}+C_{yxxy}+C_{yxyx}\right)e^2 .$$

The four constants are equal because the strain tensor is symmetric. In Voigt's numbering their common value is $C_{66}$, and cubic symmetry makes $C_{66}=C_{44}$. Hence

$$u=\tfrac12\cdot4C_{44}e^2=2C_{44}e^2 .$$

The rule "half the stiffness times the strain squared" does hold if the strain is the one that belongs to $C_{44}$ in Voigt notation, $g=e_{xy}+e_{yx}=2e$:

$$\tfrac12C_{44}g^2=\tfrac12C_{44}(2e)^2=2C_{44}e^2 .$$

The manuscript combines the Voigt constant with the tensor strain. If the fitted coefficient of $e^2$ is $A$, its constant is $K=2A$, whereas the correct one is $C_{44}=A/2$. Thus $K=4C_{44}$.

The quality of the fit cannot reveal this, because $\tfrac12Ke^2$ and $2C_{44}e^2$ are the same curve. The error appears when $K$ is used as $C_{44}$ elsewhere.

**An explicit lattice calculation**

A model that can be solved by hand shows where the numbers come from. I use the Keating model of the diamond lattice, with bond stretching $\alpha$ and bond bending $\beta$. It stands in for the total-energy code and is not a first-principles calculation.

With cubic lattice constant $a$, the four bonds of an atom are

$$\mathbf t_j=\frac a4(1,1,1),\ \frac a4(1,-1,-1),\ \frac a4(-1,1,-1),\ \frac a4(-1,-1,1),$$

with squared length $d^2=3a^2/16$. The deformed bonds are $\mathbf r_j=F\mathbf t_j+\mathbf w$, where $\mathbf w$ is the relative shift of the two sublattices. The energy of the two-atom cell is

$$E=\frac{2\alpha}{a^2}\sum_j(r_j^2-d^2)^2+\frac{4\beta}{a^2}\sum_{j<k}\left(\mathbf r_j\cdot\mathbf r_k+\frac{d^2}{3}\right)^2 .$$

A half-turn about $z$ leaves the strain unchanged, so the shift that continues from zero strain lies along $z$: $\mathbf w=(0,0,w)$. To first order in $e$ and $w$,

$$r_j^2-d^2=4e\,t_{jx}t_{jy}+2w\,t_{jz}.$$

For each of the four bonds, $t_{jx}t_{jy}$ and $t_{jz}$ have the same sign, $\eta_j=+,-,-,+$. With

$$P=\frac{ea^2}{4},\qquad X=\frac{aw}{2},$$

the bond terms become $\eta_j(P+X)$. The angle terms are

$$\mathbf r_j\cdot\mathbf r_k+\frac{d^2}{3}=2e(t_{jx}t_{ky}+t_{jy}t_{kx})+w(t_{jz}+t_{kz}).$$

They equal $-(P-X)$ for bonds 1 and 4, $+(P-X)$ for bonds 2 and 3, and zero for the other four pairs. Four bonds and two angles therefore contribute:

$$E=\frac8{a^2}\left[\alpha(P+X)^2+\beta(P-X)^2\right].$$

The atoms relax until $\partial E/\partial X=0$, which means $\alpha(P+X)=\beta(P-X)$, or

$$X=-P\,\frac{\alpha-\beta}{\alpha+\beta},\qquad w=-\frac{ea}{2}\,\frac{\alpha-\beta}{\alpha+\beta}.$$

Then $P+X=2\beta P/(\alpha+\beta)$ and $P-X=2\alpha P/(\alpha+\beta)$. The bracket is

$$\frac{4\alpha\beta^2P^2+4\alpha^2\beta P^2}{(\alpha+\beta)^2}=\frac{4\alpha\beta P^2}{\alpha+\beta}.$$

Inserting $P^2=e^2a^4/16$ and dividing by the cell volume $a^3/4$ gives

$$u=\frac{8\alpha\beta}{a(\alpha+\beta)}e^2,\qquad C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)},$$

where the second equation follows from $u=2C_{44}e^2$.

**Numbers for diamond**

I take $a=0.357$ nm, $\alpha=130$ N/m and $\beta=85$ N/m, which are rough values for diamond. The formula gives

$$C_{44}=\frac{4(130)(85)}{(0.357\times10^{-9})(215)}\ \mathrm{Pa}=575.9\ \mathrm{GPa}.$$

The full model energy, without the small-strain expansion, was also minimized numerically over $\mathbf w$ at nine equally spaced strains from $-0.01$ to $0.01$. A half-turn about $x$ reverses $e$ without changing the crystal, so $u$ is even in $e$. A least-squares fit with $e^2$ and $e^4$ terms gave $A=1151.7$ GPa. The two readings are

$$K=2A=2303.4\ \mathrm{GPa},\qquad C_{44}=A/2=575.9\ \mathrm{GPa}.$$

**A sound wave settles the naming**

The author may object that the factor is a matter of definition. A transverse wave decides the matter without any choice of shear variable. Let the displacement $u_y$ depend on $x$ and time. Momentum balance and Hooke's law, with mass density $\rho$, give

$$\rho\,\frac{\partial^2u_y}{\partial t^2}=\frac{\partial\sigma_{xy}}{\partial x}=C_{44}\frac{\partial^2u_y}{\partial x^2},$$

so the speed satisfies $\rho v^2=C_{44}$.

I built the force-constant matrix for plane waves in the same Keating lattice and diagonalized it at a wave number of $0.02\ \mathrm{nm^{-1}}$ along a cube edge. The transverse frequency gives $\rho v^2=575.9$ GPa, in agreement with $A/2$. With $\rho=3507\ \mathrm{kg/m^3}$ the speed is 12.81 km/s. Using $K$ instead would give 25.63 km/s, twice the speed in this lattice.

**The stress can be wrong by two or by four**

When $e$ changes, both off-diagonal components change, so to leading order

$$du=\sigma_{xy}\,de_{xy}+\sigma_{yx}\,de_{yx}=2\sigma_{xy}\,de .$$

Therefore

$$\sigma_{xy}=\frac12\frac{du}{de}=2C_{44}e=C_{44}g .$$

At $e=0.01$ the stress in the model is 11.52 GPa, found from the energy change under a small additional simple shear. The product $Ke$ is 23.03 GPa, too large by a factor of two. It agrees closely with $du/de=23.04$ GPa, so the manuscript could mistake this agreement for a confirmation. A device simulator that expects Voigt strain would form $Kg=46.07$ GPa, four times the correct stress.

**When the correction must not be applied**

Suppose the calculation had used simple shear, with $F_{xy}=g$ and $F_{yx}=0$. To first order this displacement gradient splits as

$$\begin{pmatrix}0&g\\0&0\end{pmatrix}=\begin{pmatrix}0&g/2\\g/2&0\end{pmatrix}+\begin{pmatrix}0&g/2\\-g/2&0\end{pmatrix}.$$

The first part is pure shear with $e=g/2$; the second is a rotation, which costs no energy. Plotted against $g$, the data obey $u=\tfrac12C_{44}g^2$, and dividing the fitted constant by four would make it four times too small. In the model, pure shear with $e=0.01$ costs 8.1770 meV per cell and simple shear with $g=0.02$ costs 8.1783 meV. The remaining difference is of higher order in the strain. The manuscript must therefore state the matrix $F$ as well as the symbol on the horizontal axis.

The two deformations also differ at second order if the reference cell is under stress. Let that stress be isotropic, $s$, positive in tension. The energy then contains $s\,\mathrm{tr}\,\mathcal E$, where $\mathcal E=\tfrac12(F^TF-1)$ is the Lagrange strain. Multiplying out the matrices gives $\mathrm{tr}\,\mathcal E=e^2$ for the symmetric $F$ and $g^2/2$ for simple shear. If $C$ is the second derivative with respect to Lagrange shear strain $2\mathcal E_{xy}$ at this reference, then

$$u_{\rm sym}=(s+2C)e^2,\qquad u_{\rm simple}=\tfrac12(s+C)g^2 .$$

Even the correct readings now return different constants, $C+s/2$ and $C+s$. With the lattice constant held 0.5 % too large, the model has $s=6.64$ GPa and the two values are 582.1 and 585.5 GPa. They differ by $s/2$, as derived. The simple-shear value $C+s$ is the one that equals $\rho v^2$ for the transverse wave in the stressed lattice. That both values lie above 575.9 GPa is a defect of the Keating model, which stiffens on expansion. Real diamond softens: its measured $dC_{44}/dP$ is about 3, so a tension of this size would lower $C_{44}$ by roughly 20 GPa, much more than $s/2$. Relaxing the reference cell first removes the ambiguity between the two readings.

**Other errors, and the real material**

Holding the sublattices clamped means setting $X=0$. The cell energy is then $8(\alpha+\beta)P^2/a^2$, so $C_{44}$ becomes $(\alpha+\beta)/a=602.2$ GPa, 4.6 % above the relaxed value. This is a real error in a static calculation, but in diamond it cannot be confused with a factor of four. The ratio of clamped to relaxed values is $(\alpha+\beta)^2/(4\alpha\beta)$, which grows as bond bending weakens; for $\alpha/\beta=12$ it is about 3.5, so in such crystals the two errors must be told apart with care.

Bond anharmonicity matters little at these strains. I multiplied each bond-stretching term by $1-2(r_j^2-d^2)/d^2$, a rough stand-in for bonds that soften when stretched. This left the fitted $C_{44}$ at 575.9 GPa and lowered the energy at $e=0.01$ by 0.017 %. The quadratic coefficient is unaffected because the added term begins at third order in the bond changes.

Single-crystal diamond has a measured $C_{44}$ of roughly 580 GPa. The model's agreement with it reflects the choice of $\alpha$ and $\beta$ and is not a prediction. The calculation also assumes static nuclei, which fails at every temperature because of zero-point motion. In the model, the vibrational energy density at 300 K, summed over a grid of wave vectors, is 5.9 GPa, or 1.0 % of $C_{44}$, and about 98 % of it is zero-point energy. The model's phonons are too stiff (zone-centre optical frequency $1559\ \mathrm{cm^{-1}}$ against $1332\ \mathrm{cm^{-1}}$ measured), so this figure is likely somewhat high. Suppose each vibration frequency varies with shear as $\omega_0(1+c_1g+c_2g^2)$, with coefficients of order one. The second derivative of the vibrational energy with respect to $g$ is then of the order of this energy density, which suggests a correction between a fraction of a percent and several percent, depending on the coefficients. The estimate does not give its value or sign, and it leaves out the zero-point expansion of the lattice, which can shift $C_{44}$ by a comparable amount through its pressure dependence. The 1 % tensor shear and the 6.6 GPa residual stress are computational probes, both large for a working device. In a polycrystalline diamond heat spreader the effective shear modulus also depends on the other elastic constants, on the grain orientations and on how the grains share stress and strain. It is not computed here, and $C_{44}$ alone does not determine it.

**Requested revision**

The energies can stand, provided that the reference cell and the internal positions were relaxed. The fit should be written as $u=2C_{44}e_{xy}^2$, or as $u=\tfrac12C_{44}g^2$ with $g=2e_{xy}$. The reported constant must then be divided by four, and any stress or sound speed derived from it must be recalculated.
